# The binodal temperature of a symmetric hafnia–silica solution, part 1

(Sections cited here and not found follow in the second part.)

## First half: from two mirror phases to the general tangent

### An equal mixture that separates completely

Take a glass made of equal numbers of HfO2 and SiO2 formula units. Each unit brings one cation, and all energies below are counted per cation. Suppose first that the glass has two choices: it stays randomly mixed, or it separates into pure hafnia glass and pure silica glass. Oxygen is taken to follow the cations without adding configurations of its own.

Mixing costs energy if unlike neighbours are unfavourable. Let each cation have $z$ nearest cation neighbours, and let an unlike pair cost $\varepsilon>0$ more than the average of the two like pairs. There are $z/2$ pairs per cation, since each pair is shared by two cations. If a fraction $x$ of the cations is Hf and they are placed at random, a pair is unlike with probability $2x(1-x)$: Hf then Si, or Si then Hf. The energy of mixing is therefore

$$\frac z2\,2x(1-x)\,\varepsilon=Wx(1-x),\qquad W=z\varepsilon .$$

Mixing also brings entropy. With $N$ cations the number of arrangements is $N!/[(xN)!\,((1-x)N)!]$. Using $\ln n!\approx n\ln n-n$ for large $n$, the linear terms cancel because $xN+(1-x)N=N$, and so do the terms in $\ln N$. What remains is the entropy per cation $-k[x\ln x+(1-x)\ln(1-x)]$, where $k$ is Boltzmann's constant.

At $x=1/2$ the free energy of mixing is $W/4-kT\ln2$, while the two pure glasses have zero. Complete separation wins when

$$T<\frac{W}{4k\ln 2}.$$

This is a comparison of two states and not yet a phase boundary. The glass may do better by separating in part.

### The same mixture separating in part

Let the equal mixture split into equal amounts of two phases with compositions $(1-u)/2$ and $(1+u)/2$, where $0\le u<1$. The average is $1/2$, as conservation of cations demands. Both phases have the same free energy of mixing, because exchanging $x$ and $1-x$ changes neither the energy nor the entropy. The product of the two fractions is $(1-u^2)/4$, so the free energy per cation is

$$F(u)=\frac W4(1-u^2)+kT\left[\frac{1+u}2\ln\frac{1+u}2+\frac{1-u}2\ln\frac{1-u}2\right].$$

The first term in the bracket has derivative $\frac12\ln\frac{1+u}2+\frac12$ and the second has $-\frac12\ln\frac{1-u}2-\frac12$. The constants cancel, leaving

$$F'(u)=-\frac{Wu}2+\frac{kT}2\ln\frac{1+u}{1-u}=-\frac{Wu}{2}+kT\,\mathrm{artanh}\,u .$$

Besides $u=0$, the derivative vanishes when

$$T=\frac{W}{2k}\,\frac{u}{\mathrm{artanh}\,u}.$$

For small $u$ the last fraction tends to one, so separation sets in at $T_c=W/(2k)$. Complete separation became favourable over the uniform state at $W/(4k\ln2)$, which is $1/(2\ln2)\approx0.72$ of $T_c$. Partial separation thus starts at a higher temperature. At any $T>0$ it also beats complete separation: as $u\to1$, $\mathrm{artanh}\,u$ grows without limit, $F'$ becomes positive, and $F$ falls when a little of each oxide dissolves in the other phase.

With $x=(1-u)/2$, that is $u=1-2x$, we have $(1+u)/(1-u)=(1-x)/x$ and $\mathrm{artanh}\,u=\frac12\ln[(1-x)/x]$. The result becomes

$$\boxed{T_b(x)=\frac{W(1-2x)}{k\ln[(1-x)/x]}},\qquad T_b(\tfrac12)=T_c=\frac{W}{2k},$$

the value at $x=1/2$ being the limit just found. So far this rests on an equal mixture and on two phases assumed to be mirror images. Both restrictions have to be removed.

### Any overall composition

Let pure silica and pure hafnia, in the same disordered state as the mixture, have free energies $g_S$ and $g_H$. The full free energy is

$$g(x)=(1-x)g_S+xg_H+f(x),$$

$$f(x)=kT[x\ln x+(1-x)\ln(1-x)]+Wx(1-x).$$

This is the symmetric regular solution. $W$ is taken as positive and independent of $x$ and $T$. One function $g$ must describe both phases, so both are glass or both are melt.

A film of overall composition $x_0$ splits into phases $a<x_0<b$. If a fraction $\phi$ of the cations is in phase $b$, conservation gives $(1-\phi)a+\phi b=x_0$, hence $\phi=(x_0-a)/(b-a)$. Neglecting the interface, the free energy per cation is

$$G=\frac{(b-x_0)g(a)+(x_0-a)g(b)}{b-a}.$$

Differentiate with respect to $a$. The numerator contributes $(b-x_0)g'(a)-g(b)$, and the denominator contributes $+G/(b-a)$:

$$\frac{\partial G}{\partial a}=\frac{(b-x_0)g'(a)-g(b)+G}{b-a}.$$

From the definition of $G$,

$$G-g(b)=\frac{(b-x_0)g(a)+(x_0-a-b+a)g(b)}{b-a}=-(b-x_0)\frac{g(b)-g(a)}{b-a}.$$

Therefore

$$\frac{\partial G}{\partial a}=\frac{b-x_0}{b-a}\left[g'(a)-\frac{g(b)-g(a)}{b-a}\right].$$

For $b$ the numerator contributes $g(a)+(x_0-a)g'(b)$ and the denominator $-G/(b-a)$. Since $g(a)-G=-(x_0-a)[g(b)-g(a)]/(b-a)$, we find

$$\frac{\partial G}{\partial b}=\frac{x_0-a}{b-a}\left[g'(b)-\frac{g(b)-g(a)}{b-a}\right].$$

Both prefactors are positive. At a minimum with two distinct phases both brackets vanish:

$$g'(a)=g'(b)=\frac{g(b)-g(a)}{b-a}.$$

One straight line touches the curve at $a$ and at $b$. The overall composition has dropped out; it fixes the amounts of the phases and not their compositions.

### Unequal pure oxides

The terms with $g_S$ and $g_H$ add the constant $g_H-g_S$ to all three members of the tangent condition: to both slopes, and to the slope of the chord. It cancels, and $f$ obeys the same condition as $g$. Hafnia and silica may differ as much as they like in cohesive energy without moving the binodal; this holds whether or not the mixing part is symmetric.

The tangent to $g$ is in general inclined. The question is whether the tangent to $f$ must be horizontal. Mirror symmetry shows that a horizontal double tangent is possible, but not yet that an inclined one is impossible.

### Excluding an inclined tangent

The derivatives of $x\ln x$ and $(1-x)\ln(1-x)$ are $\ln x+1$ and $-\ln(1-x)-1$. Hence

$$f'(x)=kT\ln\frac{x}{1-x}+W(1-2x),\qquad f''(x)=\frac{kT}{x(1-x)}-2W .$$

The first is odd under reflection, $f'(1-x)=-f'(x)$.

Since $x(1-x)\le1/4$, we have $f''\ge4kT-2W$. For $T\ge T_c$ this is not negative, and it vanishes at most at the single point $x=1/2$. Then $f'$ rises strictly, cannot take one value twice, and no double tangent exists.

For $T<T_c$ the curvature vanishes where $x(1-x)=kT/(2W)=T/(4T_c)$, which gives

$$x_s=\frac12\left(1-\sqrt{1-T/T_c}\right)$$

and its mirror $1-x_s$. From $-\infty$ at $x=0$, $f'$ rises to a maximum $s_m$ at $x_s$, falls to $-s_m$ at $1-x_s$, and rises to $+\infty$ at $x=1$.

A double tangent of slope $s$ touches at two roots of $f'=s$. Its chord condition can be written as

$$\int_a^b[f'(x)-s]\,dx=f(b)-f(a)-s(b-a)=0 .$$

For $|s|<s_m$ there are three roots. Between neighbouring roots $f'-s$ keeps one sign, so its integral cannot vanish. This leaves the outer pair, $a(s)$ and $c(s)$. Define $A(s)=\int_{a}^{c}(f'-s)\,dx$. When $s$ changes, the moving ends contribute nothing because the integrand is zero there, and

$$\frac{dA}{ds}=-(c-a)<0 .$$

At $s=0$ the outer roots are mirror images and $f'$ is odd about the middle, so $A(0)=0$. A strictly falling function has one zero. For $|s|=s_m$ there are two distinct roots with one sign between them, and for $|s|>s_m$ there is one root. The horizontal tangent is therefore the one double tangent of $f$.

A numerical test used $W=0.45$ eV and a strongly tilted curve with $g_S=-0.7$ eV and $g_H=0.4$ eV. At the temperatures $T_b(x)$ for $x=0.01$, 0.05, 0.15, 0.30 and 0.42, the double tangent touched at $x$ and $1-x$ to within $10^{-6}$ in composition.

### Which stationary points are the phases

Setting $f'(x)=0$ gives

$$W(1-2x)=-kT\ln\frac{x}{1-x}=kT\ln\frac{1-x}{x},$$

and division by $k\ln[(1-x)/x]$ returns the boxed formula, now for any overall composition. The middle root $x=1/2$ was lost in the division; below $T_c$ it is a maximum of $f$, because $f''(1/2)=4kT-2W<0$.

The other roots are minima if they lie outside the spinodal, the curve on which $f''=0$:

$$T_s(x)=\frac{2W}{k}x(1-x)=4T_cx(1-x)=T_c(1-u^2).$$

For $0<u<1$,

$$\mathrm{artanh}\,u=\int_0^u\frac{dv}{1-v^2}<\frac{u}{1-u^2},$$

because the integrand is largest at the upper end. It follows that $u/\mathrm{artanh}\,u>1-u^2$, so $T_b>T_s$ at the same composition and $f''>0$ there. From left to right $f'$ is negative, positive, negative and positive, changing sign at $x$, at $1/2$ and at $1-x$. Hence $f$ nowhere drops below its value at the two contacts, and the tangent nowhere lies above the curve.

### One temperature for each composition, and two limits

For $0<u<1$,

$$\frac{d}{du}\frac{u}{\mathrm{artanh}\,u}=\frac{\mathrm{artanh}\,u-u/(1-u^2)}{(\mathrm{artanh}\,u)^2}<0$$

by the same inequality. The fraction falls from 1 to 0 as $u$ goes from 0 to 1, and it is even in $u$. Each composition with $0<x<1$ thus lies on the binodal at one temperature. The inverse question, which compositions coexist at a given $T$, leads to $u=\tanh(uT_c/T)$ and is solved numerically.

Near the top, $\mathrm{artanh}\,u=u+u^3/3+u^5/5+\dots$ gives

$$\frac{T_b}{T_c}=\frac1{1+u^2/3+u^4/5+\dots}=1-\frac{u^2}3+\left(\frac19-\frac15\right)u^4+\dots=1-\frac{u^2}3-\frac{4u^4}{45}-\dots$$

To leading order the binodal has $u=\sqrt{3(1-T/T_c)}$ and the spinodal has $u=\sqrt{1-T/T_c}$. In this mean-field model the binodal is wider by the factor $\sqrt3$ near the top.

At the dilute end the condition $f'=0$ reads

$$x=(1-x)\,e^{-W/kT}\,e^{2xW/kT}.$$

When both $x$ and $xW/kT$ are small, $x\approx e^{-W/kT}$: a lone Hf cation in silica pays the full energy $W=z\varepsilon$ of its unlike neighbours. The last factor shows that dissolved Hf makes further Hf easier to dissolve.

## Second half: a silicate film and the limits of the model

The mole fraction of HfO2 is $x$, $W$ is the interaction energy per cation, and $f(x)$ is the free energy of mixing per cation, with the linear terms of the pure oxides removed. From the first half we take

$$T_b=\frac{W(1-2x)}{k\ln[(1-x)/x]},\qquad T_s=4T_cx(1-x),\qquad T_c=\frac W{2k}.$$

$T_b$ is the binodal and $T_s$ the spinodal. Coexisting compositions are $x$ and $1-x$, and the common tangent to $f$ is horizontal.

### A film with thirty per cent hafnia

Take $W=0.45$ eV, or 43.4 kJ/mol. This is a rough value, chosen to put the top of the gap in the temperature range of refractory silicate melts. The top is at

$$T_c=\frac{0.45\ \text{eV}}{2\times8.61733\times10^{-5}\ \text{eV/K}}=2611\ \text{K}.$$

Each 0.01 eV in $W$ moves it by 58 K, so the last digits serve for following the arithmetic and are not a prediction.

For a film with $x=0.30$, $\ln(0.70/0.30)=0.8473$ and

$$T_b=\frac{0.45\times0.40}{8.61733\times10^{-5}\times0.8473}\ \text{K}=2465\ \text{K}.$$

The spinodal is at $4\times2611\times0.30\times0.70=2193$ K. Other compositions give:

| $x$ or $1-x$ | $T_b$ (K) |
|---|---|
| 0.01 | 1114 |
| 0.05 | 1596 |
| 0.10 | 1901 |
| 0.20 | 2260 |
| 0.40 | 2576 |

The curve is flat in the middle and steep at the ends. Between $x=0.30$ and $x=0.50$ it rises by 146 K; between 0.01 and 0.05 it rises by 482 K.

Now anneal the film at 1273 K, where $kT=0.1097$ eV and $W/kT=4.102$. The numerical solution for the coexisting compositions is $x=0.0190$ and $0.9810$. Inserting the first gives $\ln(0.9810/0.0190)=3.94$ on one side and $4.102\times0.962=3.95$ on the other, equal within rounding. The dilute estimate $e^{-4.102}=0.0165$ is 13 per cent below the solution, mainly because it omits the factor $e^{2xW/kT}$, here about 1.17; the factor $1-x=0.981$, also omitted, acts slightly the other way.

The fraction of cations in the hafnia-rich phase is

$$\phi=\frac{0.30-0.0190}{0.9810-0.0190}=0.292 .$$

The free energy gained by separating is $f(0.30)-f(0.0190)=29.4$ meV per cation. Direct minimisation of the two-phase free energy at $x_0=0.30$, with no tangent condition imposed, gave the same two compositions to within $10^{-5}$. The spinodal compositions at this temperature are 0.142 and 0.858. The film lies between them, so in this model it is unstable even to small fluctuations of long wavelength and needs no nucleus to begin separating.

### An interaction that is not symmetric

Let the mixing energy be stronger on the silica side by adding $W_1x(1-x)(1-2x)$, with a trial value $W_1=0.05$ eV. Reflection symmetry is lost, the tangent to $f$ tilts, and the closed formula no longer holds. The double tangent must be found numerically.

At 1273 K the edges become 0.0116 and 0.9695. Their direction follows from the dilute limits. A lone Hf in silica now costs $W+W_1$, and a lone Si in hafnia costs $W-W_1$. To leading order the solubility of hafnia in silica falls by $e^{-W_1/kT}$ and that of silica in hafnia rises by the inverse factor.

For the top of the gap, write $x(1-x)(1-2x)=x-3x^2+2x^3$, whose second derivative is $-6(1-2x)$. The spinodal is then

$$kT_s=x(1-x)\left[2W+6W_1(1-2x)\right].$$

Above its maximum $f''$ is positive everywhere and no gap exists; just below it a concave stretch appears, and with it a gap. The maximum is 2680 K at $x=0.423$. This asymmetry raises the top by 69 K, while it lowers the hafnia content of the silica-rich phase by about 39 per cent of its symmetric value. Setting $W_1=0$ restores the symmetric result. The trial value is small. If the top is kept at 2611 K but placed at $x=0.30$, which takes $W=0.33$ eV and $W_1=0.17$ eV, the edges at 1273 K become about 0.010 and 0.83, so the hafnia-rich edge depends strongly on the assumed symmetry.

For randomly placed cations with a symmetric interaction, the binodal has a closed formula valid for any overall composition, and in this model the film with thirty per cent hafnia is unstable against separation at 1273 K. It remains to see how non-random neighbours, elastic strain, crystals, the interface and the limited anneal time change this picture.

Numerical values quoted here were computed with a short program.
